# Transverse Current Response of the Free Electron Gas and Landau Diamagnetism: verification in Python

```python
# RESULT UNDER TEST
# For a free electron gas the static transverse current response is
#   chi_T(q,0) = kF q^2/(12 pi^2) + O(q^4),
# so the Landau susceptibility is -kF/(12 pi^2) = -(1/3) Pauli susceptibility.
# Hartree units of SI type: H = (p+A)^2/2, particle current j = chi_T A,
# B = curl A, Bohr magneton 1/2, susceptibility = dM/dB.
# q: wave number, w: frequency, kF: Fermi wave number, n: density,
# mu: chemical potential, T: temperature (hartree), x = q/(2 kF).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import expit

PI = np.pi


def density(kF):
    return kF**3 / (3 * PI**2)


def static_response(q, kF):
    """Closed form of chi_T(q,0) at zero temperature."""
    x = q / (2 * kF)
    log_term = np.log((1 + x) / np.maximum(np.abs(1 - x), 1e-300))
    ratio = 3 * (1 + x**2) / 8 - 3 * (1 - x**2)**2 * log_term / (16 * x)
    return density(kF) * ratio


def dynamic_response(q, w, kF):
    """Closed form of chi_T(q,w), w in the upper half plane."""
    def J(v):
        return (v * (10 / 3 - 2 * v**2)
                + (1 - v**2)**2 * np.log((v + 1) / (v - 1)))
    u, x = w / (q * kF), q / (2 * kF)
    return density(kF) * (1 + 3 * kF / (16 * q) * (J(u - x) - J(u + x)))


def thermal_average(func, mu, T):
    """Average a zero-temperature function of kF with weight -df/dE."""
    t, wt = np.polynomial.legendre.leggauss(600)
    lo, hi = 0.01, 2.4
    k = lo + (hi - lo) * (t + 1) / 2
    occ = expit((mu - k**2 / 2) / T)
    weight = occ * expit((k**2 / 2 - mu) / T) / T * k
    return np.sum(wt * weight * func(k)) * (hi - lo) / 2


# ---- small-q expansion by symbolic algebra
X = sp.symbols('x', positive=True)
closed = (sp.Rational(3, 8) * (1 + X**2)
          - 3 * (1 - X**2)**2 / (16 * X) * (sp.log(1 + X) - sp.log(1 - X)))
series = sp.series(closed, X, 0, 6).removeO()
assert sp.simplify(series - (X**2 - X**4 / 5)) == 0
print("Small-q series of chi_T(q,0)/n, x=q/(2kF):", sp.expand(series))

# ---- test 1: diagonalize the gas in A_x = a cos(q z)
mu, T, h = 0.5, 0.05, 0.05
axis = h * np.arange(-44, 45)
print(f"Tests 1, 2: mu = {mu} hartree, T = {T} hartree")


def potential_in_wave(q, a):
    """Grand potential per volume from the eigenvalues in the wave."""
    m = int(np.ceil(3.3 / q))
    G = q * np.arange(-m, m + 1)
    nz = int(round(q / h))
    kz = q * np.arange(nz) / nz - q / 2
    N = len(G)
    H = np.zeros((len(axis), nz, N, N))
    i = np.arange(N)
    H[:, :, i, i] = (axis[:, None, None]**2 / 2 + a**2 / 4
                     + (kz[None, :, None] + G)**2 / 2)
    first = axis[:, None, None] * a / 2
    H[:, :, i[1:], i[:-1]] = first
    H[:, :, i[:-1], i[1:]] = first
    H[:, :, i[2:], i[:-2]] = a**2 / 8
    H[:, :, i[:-2], i[2:]] = a**2 / 8
    E = np.linalg.eigvalsh(H)
    total = sum(np.logaddexp(0, (mu - E - ky**2 / 2) / T).sum()
                for ky in axis)
    return -2 * T * total * h * h * (q / nz) / (2 * PI)**3


amp = 0.005
print(f"Wave amplitude a = {amp} a.u.; chi_T(q,0) in a.u.:")
for q in (0.5, 1.0, 2.5):
    change = potential_in_wave(q, amp) - potential_in_wave(q, 0.0)
    from_energy = 4 * change / amp**2
    formula = thermal_average(lambda k: static_response(q, k), mu, T)
    print(f"  q={q:.1f} 1/bohr: diagonalization {from_energy:.6f},"
          f" formula {formula:.6f}")
    # tolerance covers the fourth-order term in the wave amplitude
    assert abs(from_energy / formula - 1) < 2e-3


# ---- test 2: explicit momentum sums
def momentum_sum(q, w, longitudinal=False):
    """Density and paramagnetic current response from the definition."""
    kz = np.arange(-2.2 - q, 2.2 + h, h) + 0.01
    kx, ky, kz = np.meshgrid(axis, axis, kz, indexing='ij', sparse=True)
    e0 = (kx**2 + ky**2 + kz**2) / 2
    e1 = (kx**2 + ky**2 + (kz + q)**2) / 2
    f0, f1 = expit((mu - e0) / T), expit((mu - e1) / T)
    vertex = kz + q / 2 if longitudinal else kx
    cell = 2 * h**3 / (2 * PI)**3
    para = cell * np.sum(vertex**2 * (f0 - f1) / (w + e0 - e1))
    return cell * np.sum(f0), para


q = 0.8
n_T, para = momentum_sum(q, 0.0)
formula = thermal_average(lambda k: static_response(q, k), mu, T)
assert abs((n_T + para) / formula - 1) < 1e-5
print(f"Static momentum sum, q={q} 1/bohr: {n_T + para:.7f} a.u.,"
      f" formula {formula:.7f} a.u.")
n_T, para_long = momentum_sum(q, 0.0, longitudinal=True)
assert abs(n_T + para_long) < 1e-6 * n_T
print(f"Longitudinal sum: n = {n_T:.7f}, paramagnetic part ="
      f" {para_long:.7f} a.u.")
w = 0.3 + 0.1j
n_T, para = momentum_sum(q, w)
formula = thermal_average(lambda k: dynamic_response(q, w, k), mu, T)
assert abs((n_T + para) / formula - 1) < 1e-5
print(f"Sum at w={w} hartree: {n_T + para:.6f} a.u.,"
      f" formula {formula:.6f} a.u.")

# ---- test 3: uniform magnetic field, Landau levels and Zeeman shifts
T3, B, dk = 0.025, 0.02, 0.01
k_line = dk * np.arange(-190, 191)


def free_potential(m):
    """Grand potential per volume without orbital quantization."""
    logs = np.logaddexp(0, (m - k_line**2 / 2) / T3)
    return -T3 / (2 * PI**2) * dk * np.sum(k_line**2 * logs)


def landau_potential(zeeman):
    """Grand potential per volume from the Landau levels."""
    levels = (np.arange(int(1.8 / B)) + 0.5) * B
    E = levels[:, None] + k_line**2 / 2
    total = sum(np.logaddexp(0, (mu - E - s * zeeman * B / 2) / T3).sum()
                for s in (-1, 1))
    return -T3 * B / (2 * PI) * dk / (2 * PI) * total


omega0 = free_potential(mu)
omega_spin = (free_potential(mu + B / 2) + free_potential(mu - B / 2)) / 2
chi_orbital = -2 * (landau_potential(0) - omega0) / B**2
chi_spin = -2 * (omega_spin - omega0) / B**2
chi_both = -2 * (landau_potential(1) - omega0) / B**2
occ = expit((mu - k_line**2 / 2) / T3)
dn_dmu = dk * np.sum(k_line**2 * occ * (1 - occ)) / (2 * PI**2 * T3)
# tolerances cover the terms of fourth order in the field
assert abs(chi_orbital / (-dn_dmu / 12) - 1) < 1e-3
assert abs(chi_spin / (dn_dmu / 4) - 1) < 1e-3
assert abs(chi_both / (dn_dmu / 6) - 1) < 1e-3
assert abs(chi_orbital / chi_spin + 1 / 3) < 1e-3
print(f"Test 3: mu={mu}, T={T3} hartree, field B={B} a.u.")
print(f"  Landau levels: orbital chi = {chi_orbital:.7f} a.u.")
print(f"  Zeeman shifts: spin chi    = {chi_spin:.7f} a.u.")
print(f"  both together: total chi   = {chi_both:.7f} a.u.")
print(f"  (dn/dmu)/12                = {dn_dmu / 12:.7f} a.u.")
print(f"  orbital/spin ratio         = {chi_orbital / chi_spin:.5f}")

# ---- worked example: model gas
rs = 4.0
n = 3 / (4 * PI * rs**3)
kF = (3 * PI**2 * n)**(1 / 3)
dos = kF / PI**2
chi_P = dos / 4
q_small = 0.01 * kF
chi_L = -kF / (12 * PI**2)
chi_L_numeric = -static_response(q_small, kF) / q_small**2
assert abs(chi_L_numeric / chi_L - 1) < 1e-4
assert abs(chi_L_numeric / chi_P + 1 / 3) < 1e-4
mu0 = 4 * PI * const.alpha**2
bohr = const.physical_constants['Bohr radius'][0]
hartree = const.physical_constants['Hartree energy'][0]
magneton = const.physical_constants['Bohr magneton'][0]
pauli_SI = const.mu_0 * magneton**2 * dos / (hartree * bohr**3)
assert abs(pauli_SI / (mu0 * chi_P) - 1) < 1e-6
print(f"Model gas: r_s = {rs} bohr")
print(f"  density n            = {n:.6e} bohr^-3")
print(f"  Fermi wave number kF = {kF:.6f} 1/bohr")
print(f"  Fermi energy         = {kF**2 / 2:.6f} hartree")
print(f"  density of states    = {dos:.6f} 1/(hartree bohr^3)")
print(f"  mu_0                 = {mu0:.6e} a.u.")
for name, chi in (("Pauli", chi_P), ("Landau", chi_L),
                  ("total", chi_P + chi_L)):
    print(f"  chi {name:6s} = {chi:+.6e} a.u. = {mu0 * chi:+.4e} (SI)")
print(f"  -chi_T/q^2 at q=0.01 kF = {chi_L_numeric:.6e} a.u.")
print("  q/kF   chi_T(q,0)/n   chi_L(q)/chi_L(0)  (dimensionless)")
for s in (0.1, 0.5, 1.0, 2.0, 4.0):
    value = static_response(s * kF, kF)
    print(f"  {s:3.1f}    {value / n:.6f}       "
          f"{-value / (s * kF)**2 / chi_L:.6f}")

# ---- order of limits
q = 0.1 * kF
w_cross = q**3 / (3 * PI * kF)
resp = dynamic_response(q, w_cross + 1e-14j, kF) / n
assert abs(resp.imag / resp.real + 1) < 0.01
print(f"Damping crossover at q=0.1 kF: w = {w_cross:.4e} hartree")
print(f"  there chi_T/n = {resp.real:.6f} {resp.imag:+.6f} i")
q, w = 0.6 * kF, 0.2 * kF**2
u, x = w / (q * kF), q / (2 * kF)
damping = -3 * PI / 4 * u * (1 - x**2 - u**2)
full = dynamic_response(q, w + 1e-13j, kF) / n
assert abs(full.imag / damping - 1) < 1e-8
print(f"At q=0.6 kF, w=0.2 kF^2: Im chi_T/n = {full.imag:.6f},"
      f" damping law {damping:.6f}")
q, w = 0.05 * kF, 0.5 * kF**2
fast = (dynamic_response(q, w + 1e-13j, kF) / n).real
assert abs((fast - 1) / (q**2 * kF**2 / (5 * w**2)) - 1) < 0.03
print(f"At q=0.05 kF, w=0.5 kF^2: chi_T/n = {fast:.6f},"
      f" expansion {1 + q**2 * kF**2 / (5 * w**2):.6f}")
print("ALL CHECKS PASSED")
```

Output:

```
Small-q series of chi_T(q,0)/n, x=q/(2kF): -x**4/5 + x**2
Tests 1, 2: mu = 0.5 hartree, T = 0.05 hartree
Wave amplitude a = 0.005 a.u.; chi_T(q,0) in a.u.:
  q=0.5 1/bohr: diagonalization 0.002075, formula 0.002075
  q=1.0 1/bohr: diagonalization 0.007961, formula 0.007961
  q=2.5 1/bohr: diagonalization 0.028980, formula 0.028980
Static momentum sum, q=0.8 1/bohr: 0.0052005 a.u., formula 0.0052005 a.u.
Longitudinal sum: n = 0.0341945, paramagnetic part = -0.0341945 a.u.
Sum at w=(0.3+0.1j) hartree: 0.020432-0.014936j a.u., formula 0.020432-0.014936j a.u.
Test 3: mu=0.5, T=0.025 hartree, field B=0.02 a.u.
  Landau levels: orbital chi = -0.0084348 a.u.
  Zeeman shifts: spin chi    = 0.0253037 a.u.
  both together: total chi   = 0.0168694 a.u.
  (dn/dmu)/12                = 0.0084347 a.u.
  orbital/spin ratio         = -0.33334
Model gas: r_s = 4.0 bohr
  density n            = 3.730194e-03 bohr^-3
  Fermi wave number kF = 0.479790 1/bohr
  Fermi energy         = 0.115099 hartree
  density of states    = 0.048613 1/(hartree bohr^3)
  mu_0                 = 6.691763e-04 a.u.
  chi Pauli  = +1.215321e-02 a.u. = +8.1326e-06 (SI)
  chi Landau = -4.051071e-03 a.u. = -2.7109e-06 (SI)
  chi total  = +8.102141e-03 a.u. = +5.4218e-06 (SI)
  -chi_T/q^2 at q=0.01 kF = -4.051050e-03 a.u.
  q/kF   chi_T(q,0)/n   chi_L(q)/chi_L(0)  (dimensionless)
  0.1    0.002499       0.999500
  0.5    0.061712       0.987386
  1.0    0.237011       0.948046
  2.0    0.750000       0.750000
  4.0    0.948046       0.237011
Damping crossover at q=0.1 kF: w = 2.4425e-05 hartree
  there chi_T/n = 0.002502 -0.002494 i
At q=0.6 kF, w=0.2 kF^2: Im chi_T/n = -0.627446, damping law -0.627446
At q=0.05 kF, w=0.5 kF^2: chi_T/n = 1.002009, expansion 1.002000
ALL CHECKS PASSED
```
